# How a microscopy foil averages away interface roughness: a program that tests the result

```python
"""
Result under test: a rough interface viewed through a foil of thickness t
shows a reduced rms height, Delta_app = R * Delta, with
  R^2 = sqrt(pi)*(L/t)*erf(t/L) - (L/t)^2*(1 - exp(-t^2/L^2)).
Delta: true rms height; L: correlation length, defined by the height
autocorrelation Delta^2*exp(-r^2/L^2). The image edge is the mean height
through the foil. All lengths are in nm.
Checks use direct double quadrature and synthetic random surfaces.
"""
import numpy as np
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter
from scipy.optimize import brentq
from scipy.special import erf

true_rms = 0.30
corr_length = 1.5
foil = 10.0
trace_length = 50.0
blur_rms = 0.10
damage_per_face = 1.0
atomic_step = 0.543 / 4      # Si(001) layer spacing from lattice constant


def variance_ratio(thickness, length=corr_length):
    s = length / thickness
    return (np.sqrt(np.pi) * s * erf(1 / s)
            - s**2 * (1 - np.exp(-1 / s**2)))


def gaussian_acf(r):
    return np.exp(-(r / corr_length)**2)


def exponential_acf(r):
    return np.exp(-r / corr_length)


def double_average(acf, thickness, order=200):
    """Average of acf over all pairs of points in the foil."""
    node, weight = np.polynomial.legendre.leggauss(order)
    y = 0.5 * thickness * (node + 1)
    w = 0.5 * weight
    return w @ acf(np.abs(y[:, None] - y[None, :])) @ w


def projected_acf(acf, x, thickness=foil):
    """Autocorrelation of the foil-averaged edge at distance x."""
    value, _ = quad(lambda u: (thickness - u) * acf(np.hypot(x, u)),
                    0, thickness, epsabs=1e-11, epsrel=1e-10, limit=200)
    return 2 * value / thickness**2


def apparent_length(acf):
    start = projected_acf(acf, 0.0)
    return brentq(lambda x: projected_acf(acf, x) / start - np.exp(-1),
                  0.5, 6.0)


# Closed form against the definition, for several foils
foils = [5.0, 10.0, 20.0, 50.0]
for thickness in foils:
    direct = double_average(gaussian_acf, thickness)
    assert abs(direct - variance_ratio(thickness)) < 1e-10
assert abs(projected_acf(gaussian_acf, 0.0)
           - double_average(gaussian_acf, foil)) < 1e-9
ratio = np.sqrt(variance_ratio(foil))
assert abs(ratio - 0.5) < 0.02

# Thin-foil and thick-foil limits, from the direct double average
thin = 0.1 * corr_length
thin_loss = 1 - double_average(gaussian_acf, thin)
assert abs(thin_loss / (thin**2 / (6 * corr_length**2)) - 1) < 0.005
thick = 100 * corr_length
thick_value = double_average(gaussian_acf, thick, order=800)
thick_limit = np.sqrt(np.pi) * corr_length / thick
assert abs(thick_value / thick_limit - 1) < 0.01

# Foil thickness at which the apparent height is exactly half
half_foil = brentq(lambda t: variance_ratio(t) - 0.25, 2.0, 50.0)
assert abs(double_average(gaussian_acf, half_foil) - 0.25) < 1e-9

# Correlation length along the trace
gauss_length = apparent_length(gaussian_acf)
exp_length = apparent_length(exponential_acf)
assert abs(gauss_length - corr_length) < 1e-6
assert exp_length > 1.05 * corr_length
exp_ratio = np.sqrt(projected_acf(exponential_acf, 0.0))

# The other common convention: exp(-r^2/(2 L^2))
other_ratio = np.sqrt(double_average(
    lambda r: np.exp(-r**2 / (2 * corr_length**2)), foil))

# Lateral microscope blur: direct average over pairs of blurred points
node, weight = np.polynomial.hermite_e.hermegauss(40)
weight = weight / weight.sum()
separation = blur_rms * (node[:, None] - node[None, :])
blur_variance = weight @ gaussian_acf(separation) @ weight
blur_formula = 1 / np.sqrt(1 + 4 * blur_rms**2 / corr_length**2)
assert abs(blur_variance - blur_formula) < 1e-10

# Synthetic surfaces: filtered white noise, cut into foils
pixel = 0.25
size = 2000
per_foil = int(round(foil / pixel))
per_trace = int(round(trace_length / pixel))
lag = int(round(corr_length / pixel))
filter_width = corr_length / (2 * pixel)
scale = true_rms * 2 * np.sqrt(np.pi) * filter_width
rng = np.random.default_rng(12345)
surfaces = 4
full_var, edge_var, inner_var, median_var = [], [], [], []
lag_cov, step_full, step_edge, segment_var = [], [], [], []
for index in range(surfaces):
    noise = rng.standard_normal((size, size))
    height = scale * gaussian_filter(noise, filter_width,
                                     mode="wrap", truncate=6)
    columns = height.reshape(size, size // per_foil, per_foil)
    edge = columns.mean(axis=2)
    full_var.append(np.mean(height**2))
    edge_var.append(np.mean(edge**2))
    inner_var.append(np.mean(columns.var(axis=2)))
    median_var.append(np.mean(np.median(columns, axis=2)**2))
    lag_cov.append(np.mean(edge * np.roll(edge, lag, axis=0)))
    stepped = atomic_step * np.round(columns / atomic_step)
    step_full.append(np.mean(stepped**2))
    step_edge.append(np.mean(stepped.mean(axis=2)**2))
    pieces = edge.reshape(size // per_trace, per_trace, -1)
    segment_var.append(pieces.var(axis=1).ravel())
    if index == 0:
        # Equal-area edge of the projected image equals the mean height
        dz = 0.001
        z = np.arange(-2.0, 2.0, dz) + dz / 2
        sample = columns[:50, 0, :]
        fraction = (sample[:, :, None] > z).mean(axis=1)
        area_edge = -2.0 + fraction.sum(axis=1) * dz
        assert np.max(np.abs(area_edge - edge[:50, 0])) < dz

sim_true = np.sqrt(np.mean(full_var))
sim_edge = np.sqrt(np.mean(edge_var))
sim_blur = np.sqrt(np.mean(inner_var))
median_ratio = np.sqrt(np.mean(median_var)) / sim_true
step_ratio = np.sqrt(np.mean(step_edge) / np.mean(step_full))
lag_correlation = np.mean(lag_cov) / np.mean(edge_var)
segment_var = np.concatenate(segment_var)
segment_rms = np.sqrt(segment_var)
segment_scatter = segment_rms.std() / segment_rms.mean()
segment_factor = segment_var.mean() / np.mean(edge_var)
segment_theory = 1 - variance_ratio(trace_length)

apparent_rms = ratio * true_rms
edge_blur = true_rms * np.sqrt(1 - ratio**2)
# Tolerances are several standard errors of the finite random sample
assert abs(sim_true / true_rms - 1) < 0.01
assert abs(sim_edge / apparent_rms - 1) < 0.015
assert abs(sim_blur / edge_blur - 1) < 0.01
assert abs(lag_correlation - np.exp(-1)) < 0.02
assert abs(segment_factor / segment_theory - 1) < 0.025
assert ratio < median_ratio < 0.60
assert abs(step_ratio / ratio - 1) < 0.03

crystal = foil - 2 * damage_per_face
damage_ratio = np.sqrt(double_average(gaussian_acf, crystal))
s = corr_length / foil

print(f"True rms height: {true_rms:.2f} nm")
print(f"Correlation length: {corr_length:.2f} nm")
print(f"Foil thickness: {foil:.1f} nm")
print(f"Length ratio L/t: {s:.3f}")
print(f"First term of R^2: {np.sqrt(np.pi) * s * erf(1 / s):.5f}")
print(f"Second term of R^2: {s**2 * (1 - np.exp(-1 / s**2)):.5f}")
print(f"R^2, closed form: {ratio**2:.5f}")
print(f"R^2, direct double average: "
      f"{double_average(gaussian_acf, foil):.5f}")
print(f"R, apparent/true rms height: {ratio:.4f}")
print(f"Apparent rms height: {apparent_rms:.4f} nm")
print(f"Rms edge blur within the foil: {edge_blur:.4f} nm")
print(f"Height correction factor 1/R: {1 / ratio:.3f}")
print(f"Roughness-limited mobility overestimate 1/R^2: "
      f"{1 / ratio**2:.2f}")
print(f"Effective independent patches t/(sqrt(pi) L): "
      f"{foil / (np.sqrt(np.pi) * corr_length):.2f}")
print(f"Thick-foil estimate of R: "
      f"{np.sqrt(np.sqrt(np.pi) * s):.4f}")
print(f"Foil thickness for R = 1/2: {half_foil:.2f} nm")
for thickness in foils:
    print(f"R for foil of {thickness:.0f} nm: "
          f"{np.sqrt(variance_ratio(thickness)):.4f}")
print(f"Simulation, number of surfaces: {surfaces}")
print(f"Simulation, side of each surface: {size * pixel:.0f} nm")
print(f"Simulation, pixel: {pixel:.2f} nm")
print(f"Simulation, true rms height: {sim_true:.4f} nm")
print(f"Simulation, apparent rms height: {sim_edge:.4f} nm")
print(f"Simulation, rms edge blur: {sim_blur:.4f} nm")
print(f"Simulation, trace correlation at distance L: "
      f"{lag_correlation:.3f}")
print(f"Expected trace correlation at L, 1/e: {np.exp(-1):.3f}")
print(f"Apparent 1/e length, Gaussian: {gauss_length:.3f} nm")
print(f"Apparent 1/e length, exponential: {exp_length:.3f} nm")
print(f"R, exponential autocorrelation: {exp_ratio:.4f}")
print(f"R, convention exp(-r^2/(2L^2)): {other_ratio:.4f}")
print(f"R, half-intensity (median) edge, simulated: "
      f"{median_ratio:.3f}")
print(f"Si(001) atomic step: {atomic_step:.4f} nm")
print(f"R, heights in atomic steps, simulated: {step_ratio:.3f}")
print(f"Damaged layer on each face: {damage_per_face:.1f} nm")
print(f"Contributing thickness with damage: {crystal:.1f} nm")
print(f"R with damaged layers: {damage_ratio:.4f}")
print(f"Lateral microscope blur, rms: {blur_rms:.2f} nm")
print(f"Extra rms factor from lateral blur: "
      f"{np.sqrt(blur_variance):.4f}")
print(f"Finite trace length: {trace_length:.0f} nm")
print(f"Finite-trace variance factor, formula: {segment_theory:.4f}")
print(f"Finite-trace variance factor, simulated: "
      f"{segment_factor:.4f}")
print(f"Root of finite-trace variance factor: "
      f"{np.sqrt(segment_theory):.4f}")
print(f"Relative scatter of rms between traces: "
      f"{100 * segment_scatter:.1f} %")
print("success")
```

It prints:

```
True rms height: 0.30 nm
Correlation length: 1.50 nm
Foil thickness: 10.0 nm
Length ratio L/t: 0.150
First term of R^2: 0.26587
Second term of R^2: 0.02250
R^2, closed form: 0.24337
R^2, direct double average: 0.24337
R, apparent/true rms height: 0.4933
Apparent rms height: 0.1480 nm
Rms edge blur within the foil: 0.2610 nm
Height correction factor 1/R: 2.027
Roughness-limited mobility overestimate 1/R^2: 4.11
Effective independent patches t/(sqrt(pi) L): 3.76
Thick-foil estimate of R: 0.5156
Foil thickness for R = 1/2: 9.71 nm
R for foil of 5 nm: 0.6646
R for foil of 10 nm: 0.4933
R for foil of 20 nm: 0.3568
R for foil of 50 nm: 0.2286
Simulation, number of surfaces: 4
Simulation, side of each surface: 500 nm
Simulation, pixel: 0.25 nm
Simulation, true rms height: 0.2999 nm
Simulation, apparent rms height: 0.1478 nm
Simulation, rms edge blur: 0.2609 nm
Simulation, trace correlation at distance L: 0.366
Expected trace correlation at L, 1/e: 0.368
Apparent 1/e length, Gaussian: 1.500 nm
Apparent 1/e length, exponential: 2.363 nm
R, exponential autocorrelation: 0.5050
R, convention exp(-r^2/(2L^2)): 0.5753
R, half-intensity (median) edge, simulated: 0.531
Si(001) atomic step: 0.1358 nm
R, heights in atomic steps, simulated: 0.489
Damaged layer on each face: 1.0 nm
Contributing thickness with damage: 8.0 nm
R with damaged layers: 0.5451
Lateral microscope blur, rms: 0.10 nm
Extra rms factor from lateral blur: 0.9956
Finite trace length: 50 nm
Finite-trace variance factor, formula: 0.9477
Finite-trace variance factor, simulated: 0.9463
Root of finite-trace variance factor: 0.9735
Relative scatter of rms between traces: 13.9 %
success
```
